\section*{Building a Christiansen–Lee–Pitzer pseudo-orbital and finding its smallest matching radius}

\section{One condition at the join}

Take an orbital known outside the radius $r=1$. Its value there is 1, and it carries a given charge $M$ inside. We discard its inner part and look for a replacement that starts as $r^2$, joins at the value 1 and carries the same charge. Write $x=r$ and $s=1-x$. A trial function with one free number $\tau$ is
\begin{equation}
 f(x)=x^2(1+\tau s),\qquad f(1)=1 .
\end{equation}
The join is built in, because the free term vanishes at $s=0$. The charge fixes $\tau$. With
\[
\int_0^1x^4dx=\frac15,\qquad \int_0^1x^4s\,dx=\frac1{30},\qquad \int_0^1x^4s^2dx=\frac1{105},
\]
the condition $\int_0^1f^2dx=M$ becomes
\begin{equation}
 \frac15+\frac{2\tau}{30}+\frac{\tau^2}{105}=M
 \quad\Longrightarrow\quad \tau^2+7\tau+21=105M .
\end{equation}

For $M=1/5$ this is $\tau(\tau+7)=0$. The root $\tau=0$ gives $f=x^2$, which has no node. The root $\tau=-7$ gives $f=x^2(7x-6)$, which has the same charge but a node at $x=6/7$. The larger root is the useful one.

Now lower the charge and follow the larger root. Since $f=x^2(1+\tau-\tau x)$, the coefficient of $x^2$ reaches zero at $\tau=-1$, where $M=(1-7+21)/105=1/7$. Below that charge $f$ is negative near the origin and has a node. The roots remain real until $\tau=-7/2$, where $M=(49/4-49/2+21)/105=1/12$. So the node arrives before the equation loses its solutions.

The Christiansen--Lee--Pitzer construction has the same structure, with a smoother join and a limit on the number of bends.

\section{The pseudo-orbital}

Hartree atomic units are used. Let $\phi(r)=rR(r)$ be a real valence orbital with $\int_0^\infty\phi^2dr=1$. Its sign is chosen so that $\phi>0$ beyond its outermost node $R_0$, where it crosses zero with positive slope. We assume that $\phi$ is smooth for $r>0$ and that its decaying tail is convex, $\phi''>0$ at large $r$.

For a matching radius $r_c>R_0$, put $x=r/r_c$ and define
\begin{equation}
 \chi(r)=\begin{cases}
 x^b\,(a_0+a_1x+a_2x^2+a_3x^3+a_4x^4), & r<r_c,\\
 \phi(r), & r\ge r_c,
 \end{cases}
 \label{eq:chi}
\end{equation}
with an integer $b\ge2$. The five coefficients are fixed by five conditions: continuity of the value and of the first three derivatives at $r_c$, and $\int_0^\infty\chi^2dr=1$.

The matching radius is called admissible if $\chi$ has no node for $r>0$ and at most two inflections. An inflection is a sign change of $\chi''$, counted over the whole half-line. The convention matters, because $\chi/r$ has different inflections from $\chi$. The exponent $b$ is also a convention, and the smallest admissible radius depends on it.

\subsection{Matching}

Let $p(x)$ be the quartic factor in (\ref{eq:chi}). Near $x=1$ the factor $x^b$ is smooth and nonzero. By the product rule, $x^bp(x)$ and $\phi(r_cx)$ agree through the third derivative if and only if $p(x)$ and $x^{-b}\phi(r_cx)$ do. Hence $p$ is the cubic Taylor polynomial of $x^{-b}\phi(r_cx)$ at $x=1$, plus a multiple of $(1-x)^4$.

To obtain its coefficients, set $s=1-x$ and $D_k=r_c^k\phi^{(k)}(r_c)$. Then
\begin{align}
 \phi(r_c(1-s))&=\sum_{k}\frac{(-1)^kD_k}{k!}s^k,\\
 (1-s)^{-b}&=\sum_{m}\binom{b+m-1}{m}s^m .
\end{align}
The sign $(-1)^k$ appears because $s$ increases inward. Collecting the terms with $k+m=j$ gives
\begin{equation}
 p=h_0+h_1s+h_2s^2+h_3s^3+\tau s^4,\qquad
 h_j=\sum_{k=0}^{j}\binom{b+j-k-1}{j-k}\frac{(-1)^kD_k}{k!}.
 \label{eq:h}
\end{equation}
One number, $\tau$, is left for the normalization.

\subsection{Normalization}

Outside $r_c$ the two orbitals coincide, so $\chi$ is normalized when its inner charge equals $N=\int_0^{r_c}\phi^2dr$. With $dr=r_c\,dx$,
\begin{equation}
 \int_0^1x^{2b}\Bigl(\sum_{j=0}^3h_js^j+\tau s^4\Bigr)^2dx=\frac{N}{r_c}.
\end{equation}
All the integrals are Euler beta functions:
\begin{equation}
 \int_0^1x^{2b}s^m\,dx=B(2b+1,m+1)=\frac{(2b)!\,m!}{(2b+m+1)!}.
\end{equation}
Expanding the square gives
\begin{equation}
 \alpha\tau^2+2\beta\tau+\gamma-\frac{N}{r_c}=0,
 \label{eq:quadratic}
\end{equation}
\begin{align}
 \alpha&=B(2b+1,9),\qquad \beta=\sum_jh_jB(2b+1,j+5),\\
 \gamma&=\sum_{i,j}h_ih_jB(2b+1,i+j+1),
\end{align}
where $i$ and $j$ run from 0 to 3. Therefore
\begin{equation}
 \tau_\pm=\frac{-\beta\pm\sqrt{\beta^2-\alpha(\gamma-N/r_c)}}{\alpha}.
 \label{eq:tau}
\end{equation}

\section{Which root, and what can go wrong}

\subsection{The smaller root has a node}

Suppose the roots are real and distinct, and let $\chi_\pm$ be the corresponding inner functions. Since $\alpha>0$, $\tau_+>\tau_-$, and
\begin{equation}
 \chi_+-\chi_-=(\tau_+-\tau_-)x^bs^4>0\qquad(0<x<1).
\end{equation}
The two inner charges are equal, so
\begin{equation}
 0=\int_0^1(\chi_+^2-\chi_-^2)dx
 =(\tau_+-\tau_-)\int_0^1x^bs^4(\chi_++\chi_-)dx .
\end{equation}
The weight $x^bs^4$ is positive and $\chi_++\chi_-$ equals $2\phi(r_c)>0$ at $x=1$. The integral can vanish only if $\chi_++\chi_-$ is negative somewhere. At such a point $2\chi_-<\chi_++\chi_-<0$. Since $\chi_-$ is positive at $r_c$, it has a node. Only $\tau_+$ needs to be considered.

If the discriminant is zero, then $\alpha\tau+\beta=0$. Written as an integral, this is $\int_0^1x^bs^4\chi\,dx=0$, so the single solution also changes sign. By continuity $\chi_+$ already has a node when the discriminant is small and positive. As in the toy example, a node appears before the real roots are lost.

\subsection{Counting inflections is almost enough}

Let $a_0\ne0$. Then $\chi$ is admissible if and only if $a_0>0$ and $\chi''$ changes sign exactly twice. The proof follows the shape of the curve.

If $a_0<0$, $\chi$ is negative near the origin and positive at $r_c$, so it has a node. If $a_0>0$, then near the origin
\begin{equation}
 \chi''\simeq\frac{b(b-1)a_0x^{b-2}}{r_c^2}>0 .
\end{equation}
In the tail $\chi''>0$ as well. Because $\chi''$ is continuous, it changes sign an even number of times. That number is not zero: since $\chi'(0)=0$, a curve with $\chi''\ge0$ everywhere would never decrease, whereas $\chi$ must decay from its positive value at $r_c$. An admissible $\chi$ therefore has two inflections.

Conversely, suppose there are two. On the first convex stretch $\chi$ rises from zero and is positive. On the last one it decreases to zero from above, because a convex function that decays to zero cannot have positive slope. On the concave stretch between them it lies above the chord joining two positive endpoints. Thus $\chi>0$ throughout. The slope rises from zero, falls, and rises back to zero, so $\chi$ has a single maximum.

\subsection{What ends the admissible range}

Let $r_c$ decrease from an admissible value. The coefficients vary continuously, so the number of inflections can change in two ways:
\begin{enumerate}
\item $a_0$ reaches zero, and a sign change of $\chi''$ enters from the origin;
\item $\chi''$ acquires a double zero, $\chi''=\chi'''=0$, from which two new inflections emerge.
\end{enumerate}
The join adds no third way in the generic case. Since $\chi''$ and $\chi'''$ are continuous at $r_c$, a simple inflection can pass through the join without changing the count. The exception would be a point where $\phi''$ and $\phi'''$ both vanish.

The outermost node of $\phi$ is not the limit either. As $r_c\to R_0$ from above, $\chi(r_c)\to0$ while its slope stays positive, so $\chi$ becomes negative just inside the join.

In the second case the limiting radius is itself admissible, because a double zero is not a sign change. In the first case $a_1$ cannot be negative at the limit, since a small positive $a_0$ with a negative $a_1$ would already give a node near $x=-a_0/a_1$. For $a_1>0$ the limiting function is convex near the origin, and as a limit of curves with two sign changes of $\chi''$ it has no more than two. The argument above then shows that it has no node, so the limiting radius is again admissible. However, $\chi$ now starts as $x^{b+1}$ instead of $x^b$.

\section{The algorithm}

Given $\phi$, its first three derivatives and $b$:
\begin{enumerate}
\item Find $R_0$ and all inflections of $\phi$.
\item For a trial $r_c>R_0$, compute $D_0,\dots,D_3$ and $N$, then $h_j$ from (\ref{eq:h}) and $\tau_+$ from (\ref{eq:tau}). Reject $r_c$ if the discriminant is negative.
\item With $h_4=\tau_+$, expand the powers of $s=1-x$:
\begin{equation}
 a_k=(-1)^k\sum_{j=k}^4\binom jk h_j .
 \label{eq:a}
\end{equation}
\item Count the zeros in $0<x<1$ of $p(x)$ and the sign changes there of
\begin{equation}
 q(x)=\sum_{k=0}^4(b+k)(b+k-1)a_kx^k=\frac{r_c^2\chi''}{x^{b-2}} .
 \label{eq:q}
\end{equation}
Add to the latter the inflections of $\phi$ beyond $r_c$.
\item Scan $r_c$ outward from $R_0$. At the first change from inadmissible to admissible, bisect.
\end{enumerate}
The scan is needed because the admissible radii may form several separate intervals, and bisection alone could settle on the edge of the wrong one. An interval narrower than the scan step can be missed.

\section{Why these conditions suit a potential}

Consider beryllium in restricted Hartree--Fock theory, with $\phi$ the 2s orbital and $\varepsilon$ its energy. The core is the 1s pair. Let
\begin{equation}
 J[\chi](r)=\frac1r\int_0^r\chi^2dr'+\int_r^\infty\frac{\chi^2}{r'}dr'
\end{equation}
be the Coulomb potential of one electron in $\chi$. The two valence electrons share one spatial orbital. Their Coulomb repulsion minus exchange, $2J-K$, acts on that orbital as $J$. We require $\chi$ to satisfy
\begin{equation}
 -\tfrac12\chi''+U\chi+J[\chi]\chi=\varepsilon\chi ,
\end{equation}
and solve for the effective core potential:
\begin{equation}
 U=\varepsilon+\frac{\chi''}{2\chi}-J[\chi].
 \label{eq:U}
\end{equation}
For $l>0$ the centrifugal term $l(l+1)/(2r^2)$ would also be subtracted, the interaction within the shell would no longer be the monopole $J$ alone, and other valence shells would add their own Coulomb and exchange terms.

Each condition on $\chi$ can now be read in (\ref{eq:U}).
\begin{itemize}
\item \emph{No node.} At a zero of $\chi$ where $\chi''\ne0$, $U$ would diverge.
\item \emph{Three derivatives.} $U$ contains $\chi''$, so $U$ and $U'$ are continuous at $r_c$. The fourth derivative of $\chi$ is not matched, so $U''$ may jump.
\item \emph{Two inflections.} Equation (\ref{eq:U}) gives $\varepsilon-U-J=-\chi''/(2\chi)$. For positive $\chi$, this local kinetic energy changes sign at the inflections. Two inflections mean one classically allowed region; another pair would split it or add a second.
\item \emph{Norm.} If the inner charges agree, $J[\chi]=J[\phi]$ for $r\ge r_c$. Then $U$ reproduces the action of the all-electron core on $\phi$ there, and far out it becomes $-4/r+2/r=-2/r$. With an excess inner charge $\delta$ and no rescaling of $\chi$, $J$ is too large by $\delta/r$ outside, and the tail becomes $-(2+\delta)/r$.
\end{itemize}
Near the origin $\chi''/(2\chi)\simeq b(b-1)/(2r^2)$. For $l=0$ and $b=2$ the potential therefore has a repulsive core $1/r^2$.

\section{Beryllium 2s}

The Hartree--Fock orbital energy is $\varepsilon=-0.309270$ hartree ($-8.4157$ eV). The outermost node of $\phi$ lies at $0.590$ bohr and its outer maximum at $2.051$ bohr. A scan from $0.595$ to $4.000$ bohr in steps of $0.005$ bohr, followed by bisection, gives the following.

\begin{center}
\begin{tabular}{ccc}
$b$ & smallest $r_c$ (bohr) & admissible intervals in scan\\
\hline
2 & 1.3624 & 1\\
3 & 1.3481 & 2\\
4 & 1.3744 & 2
\end{tabular}
\end{center}

For $b=2$ the radius is $0.7209$ \AA. The dependence on $b$ is weak here and not monotonic. For $b=3$ and $b=4$ the admissible radii do form two separate intervals.

In all three cases the limit is a double zero of $\chi''$: at the limiting radius $q$ vanishes at one of its turning points to rounding accuracy, while $a_0$ is about a fifth of the largest coefficient. The smallest radius is thus attained. For $b=2$, a radius one per cent smaller gives no node but four inflections; one per cent larger gives no node and two. The limit on inflections decides the radius, and for $b=2$ no scanned radius below it lacks a real $\tau$.

\subsection{The polynomial by hand}

Take $b=2$ and a working radius $r_c=1.44$ bohr, about six per cent above the minimum. The input, in bohr$^{-1/2}$, is
\[
D_0=0.542876,\quad D_1=0.459778,\quad D_2=-1.459542,\quad D_3=1.692529,
\]
and $N=0.121765$. For $b=2$ the binomial in (\ref{eq:h}) is $j-k+1$, so
\begin{align*}
h_0&=D_0=0.542876,\\
h_1&=2D_0-D_1=0.625974,\\
h_2&=3D_0-2D_1+\tfrac12D_2=-0.020699,\\
h_3&=4D_0-3D_1+D_2-\tfrac16D_3=-0.949460 .
\end{align*}
The beta functions give $\alpha=1/6435$ and
\[
\beta=\frac{h_0}{630}+\frac{h_1}{1260}+\frac{h_2}{2310}+\frac{h_3}{3960}=0.00110979 .
\]
For $\gamma$, collect equal powers of $s$ in the squared cubic:
\begin{align*}
\gamma={}&\frac{h_0^2}{5}+\frac{2h_0h_1}{30}+\frac{2h_0h_2+h_1^2}{105}
+\frac{2h_0h_3+2h_1h_2}{280}\\
&+\frac{2h_1h_3+h_2^2}{630}+\frac{2h_2h_3}{1260}+\frac{h_3^2}{2310}=0.079877 .
\end{align*}
With $N/r_c=0.084559$, the constant term of (\ref{eq:quadratic}) is $-0.004682$. The square root in (\ref{eq:tau}) is $0.0013997$, and
\[
\tau_+=6435\,(0.0013997-0.0011098)\simeq1.866,\qquad \tau_-\simeq-16.15 .
\]
Since $a_0=h_0+h_1+h_2+h_3+\tau=0.1987+\tau$, the larger root gives $a_0\simeq2.065$. The smaller one gives $a_0\simeq-15.95$ and hence a node. Equation (\ref{eq:a}) then yields
\[
p(x)=2.06455-5.19965x+8.32610x^2-6.51400x^3+1.86586x^4 .
\]

The inflections of $\chi$ are at $1.008$ bohr, inside the join, and at $3.379$ bohr, where $\chi=\phi$. Sample values, in bohr$^{-1/2}$ for the orbitals and hartree for $U$, are as follows.
\begin{center}
\begin{tabular}{rrrr}
$r$ (bohr) & $\phi$ & $\chi$ & $U$\\
\hline
0.2506 & $-0.2268$ & 0.0418 & 5.52\\
0.4955 & $-0.0803$ & 0.1210 & 0.628\\
0.9971 & 0.3259 & 0.3464 & $-0.727$\\
1.4946 & 0.5593 & 0.5593 & $-1.338$\\
2.9919 & 0.5294 & 0.5294 & $-0.668$
\end{tabular}
\end{center}
The inner lobe of $\phi$ is gone, and the potential is repulsive at small $r$.

\subsection{The charge and the energy}

Dropping the quartic term, $\tau=0$, leaves the join equally smooth but spoils the norm. The inner charge is then wrong by
\[
\delta=r_c\gamma-N=1.44\times(-0.004682)\simeq-0.0067 .
\]
At $r=8.07$ bohr the potential built from this function has $rU=-1.9933$, as $-(2+\delta)$ requires. The normalized $\chi$ gives $-2.0000$. If the function is inserted in (\ref{eq:U}) without rescaling, a small error of norm thus acts at long range, as a wrong ionic charge. Rescaling it to unit norm restores the $-2/r$ tail, but then $\chi$ differs from $\phi$ by a constant factor outside $r_c$, and $U$ departs from the action of the core by a term of order $\delta$ that dies off with $\phi^2$: at $1.5$ bohr $rU=-1.9973$ instead of $-1.9997$.

The numerical check also solves the two-electron Hartree--Fock problem in $U$ afresh, occupying the lowest orbital. It recovers $\chi$ and the 2s energy, with an energy error of $3\times10^{-7}$ hartree relative to the all-electron $\varepsilon$. This agreement holds for the atomic state from which $U$ was built. It does not measure how well $U$ transfers to another state or to a molecule.

That question bears on the choice of $r_c$. A smaller radius leaves more of the valence orbital untouched. At the smallest radius, however, $\chi''$ is about to gain two more sign changes, and a small change in $\phi$ can make the construction inadmissible. A radius slightly above the minimum keeps a margin, at the price of replacing a little more of $\phi$.

\section*{Calculated quantities}
\begin{verbatim}
Be, restricted Hartree-Fock; lengths in bohr, energies in hartree
total energy, Laguerre basis      -14.573023 hartree
total energy, Gaussian basis      -14.573007 hartree
largest r*|residual/phi| of the 2s equation, 2 to 8.2 bohr:
  70 functions, decay 3.0/bohr: 3.9e-10 hartree bohr
  30 functions, decay 1.8/bohr: 5.8e-04 hartree bohr
2s orbital energy                 -0.309270 hartree
2s orbital energy                 -8.4157 eV
outermost node of phi             0.58964 bohr
outermost maximum of phi          2.05059 bohr
outermost inflection of phi       3.37853 bohr
scan of rc: 0.595 to 4.000 bohr, step 0.005 bohr
smallest rc; |a0|/max|a|; min|curv|/max at its turning points; intervals
b=2: 1.362350 bohr; 1.9e-01; 6.1e-16; 1
b=3: 1.348053 bohr; 2.2e-01; 8.4e-17; 2
b=4: 1.374362 bohr; 2.2e-01; 1.7e-16; 2
smallest rc for b=2               0.72092 angstrom
b=2, last scanned rc without real tau: nan bohr
either side of the boundary, b=2: rc (bohr), a0 (bohr^-1/2), nodes, inflections
1.34873  2.99488  0  4
1.37597  2.68488  0  2
working rc                        1.44 bohr
charge of phi inside working rc   0.121765 electrons
phi and its scaled derivatives rc^k phi^(k)(rc), k=0..3 (bohr^-1/2):
  0.542876  0.459778  -1.459542  1.692529
polynomial coefficients a0..a4 (bohr^-1/2):
  2.06455  -5.19965  8.32610  -6.51400  1.86586
largest difference from rebuilt a 4.3e-13 bohr^-1/2
nodes, inflections of chi         (0, 2)
inner inflection of chi           1.00845 bohr
r (bohr), phi (bohr^-1/2), chi (bohr^-1/2), U (hartree)
0.2506  -0.22681  0.04178  5.52203
0.4955  -0.08030  0.12099  0.62815
0.9971  0.32591  0.34640  -0.72713
1.4946  0.55929  0.55929  -1.33790
1.9844  0.62845  0.62845  -1.00787
2.9919  0.52935  0.52935  -0.66848
5.0032  0.21886  0.21886  -0.39975
r*U at r = 8.073 bohr, normalized chi: -2.000000 hartree bohr
excess charge with tau = 0        -0.006743 electrons
r*U at same r, tau = 0            -1.993257 hartree bohr
2s energy from pseudo-atom        -0.309269 hartree
pseudo-atom energy error          2.8e-07 hartree
1 - overlap with chi              1.6e-10
\end{verbatim}
